Dual-kinetic-balance B-splines and the spurious Dirac levels of positive κ

A second-order sum over p₁/₂ intermediate states for a 1s electron, as in its dipole polarizability, has denominators ε(1s) − ε. If the lowest κ = +1 vector of the basis is spurious and lies at the 1s energy, one of these denominators nearly vanishes. Deleting the vector by hand can repair such a sum, but the vector must first be recognized as false. A basis that does not produce it makes this step unnecessary, and the failure of the simplest basis shows how to build one.

**The operator and the simplest basis**

Hartree atomic units are used. The nucleus is a fixed point charge, V = −Z/r, and the radial functions G (large) and F (small) are real. Write ⟨f|g⟩ = ∫fg dr and define

A = d/dr + κ/r,  B = d/dr − κ/r.

With energies ε measured from +c², the radial Dirac operator is

h = [[V, −cB], [cA, V − 2c²]].

The total energy is E = ε + c², and H = h + c². For κ > 0 the large component has orbital angular momentum l = κ; for κ < 0 it has l = −κ − 1.

Take m splines π_i that vanish at r = 0 and at the box radius L, where their slopes vanish too. The simplest choice expands G and F independently in the same splines. It needs the matrices

S_ij = ⟨π_i|π_j⟩,  R_ij = ⟨π_i|1/r|π_j⟩,  D_ij = ⟨π_i|π_j′⟩.

D is antisymmetric, because D_ij + D_ji = ∫(π_iπ_j)′dr = 0. The matrix of H − E is

W_κ(E) = (cκσ_x − Z)⊗R + (c²σ_z − E)⊗S + cJ⊗D,  J = [[0, −1], [1, 0]].

**Why this basis repeats the spectrum of −κ**

A 2×2 matrix N that turns W_κ into a multiple of W_−κ would tie the two spectra together. Try N = σ_x n with

n = 1 + n₁σ_x + n₃σ_z.

For Y = y₀ + y₁σ_x + y₃σ_z let adj Y = y₀ − y₁σ_x − y₃σ_z, so that Y adj Y = det Y. Any 2×2 matrix plus its adjugate equals its trace times the unit matrix. Applied to n adj Y, whose adjugate is Y adj n, this gives

n adj Y + Y adj n = 2(y₀ − n₁y₁ − n₃y₃).

If the right side is zero, multiplication by n from the right gives

n (adj Y) n = −det(n) Y.

The required targets are Y₁ = −cκσ_x − Z and Y₂ = c²σ_z − E, the coefficients of R and S in W_−κ. Conjugation by σ_x reverses σ_z and leaves σ_x alone, so

σ_x(cκσ_x − Z)σ_x = cκσ_x − Z = adj Y₁,
σ_x(c²σ_z − E)σ_x = −c²σ_z − E = adj Y₂.

The trace conditions for Y₁ and Y₂ are −Z + n₁cκ = 0 and −E − n₃c² = 0. Hence

n = 1 + (Z/cκ)σ_x − (E/c²)σ_z.

For the derivative term, NᵀJN = det(N) J = −det(n) J, since det σ_x = −1. All three terms carry the same factor:

(N⊗1)ᵀ W_κ(E) (N⊗1) = −det(n) W_−κ(E).

Taking determinants of these 2m×2m matrices gives (det n)^(2m) on both sides, so det W_κ = det W_−κ wherever

det n = 1 − Z²/(c²κ²) − E²/c⁴

is nonzero. Both determinants are polynomials in E, so they agree for every E. The κ and −κ spectra of the independent basis are therefore identical for a point nucleus.

The true spectra are not. For κ = −1 there is a 1s state; for κ = +1 the lowest state is 2p₁/₂. Because the two matrix spectra are identical, a κ = −1 calculation that reproduces the 1s energy also creates a false κ = +1 level at that energy.

**What the false vector contains**

The 1s functions are G = r^γ e^(−Zr) and F = fG. Substitution into the first radial equation with κ = −1 gives

1/r terms: −Z − cf(1 + γ) = 0,
constant terms: c² + cfZ = E.

The 1/r terms of the second equation give c(γ − 1) − Zf = 0; eliminating f with the first line yields c²(1 − γ²) = Z², so γ = √(1 − Z²/c²). Hence f = −Z/[c(1 + γ)] and E = γc². If W_−1ψ = 0, then Nψ is a null vector of W_+1. But at the exact energy, with κ = +1 in n,

n(1, f)ᵀ = (1 − γ + Zf/c, Z/c + (1 + γ)f)ᵀ = (0, 0)ᵀ,

because Zf/c = −(1 − γ²)/(1 + γ) = −(1 − γ). The transformation removes the exact 1s spinor. What remains comes from the discretization errors of the vector and of its energy.

The second row of the eigenvalue problem shows how such a vector can have a low energy. Let P project onto the splines. At leading order in 1/c, that row gives F = PAG/2c, and the energy for normalized G becomes

ε ≈ ½‖PAG‖² + ⟨G|V|G⟩.

The correct kinetic energy is ½‖AG‖². Expanding the square and integrating 2κGG′/r = κ(G²)′/r by parts gives

½‖AG‖² = ½∫[G′² + κ(κ + 1)G²/r²]dr.

For κ > 0 this contains the centrifugal term of l = κ, so ½‖AG‖² + ⟨V⟩ ≥ −Z²/[2(κ + 1)²]. The projector P destroys this protection: when AG is nearly orthogonal to the splines, the basis registers only a small fraction of the kinetic energy of G.

**Building the balance into the functions**

The cure is to tie AG to F before any projection. An electron-like function should be

u_i⁺ = (π_i, Aπ_i/2c).

These functions alone leave no freedom for F to depart from AG/2c, and they do not describe the negative continuum. Near ε = −2c² the first radial equation reads 2c²G ≈ cBF, which suggests

u_i⁻ = (Bπ_i/2c, π_i).

Together they form the dual-kinetic-balance (DKB) basis.

At a point nucleus the spline with nonzero slope s at the origin needs care. There Aπ → (1 + κ)s and Bπ → (1 − κ)s, and a nonzero limit makes the 1/r integral diverge logarithmically. This spline is therefore used

- in u⁺ alone for κ = −1,
- in u⁻ alone for κ = +1,
- in neither set for |κ| ≥ 2.

All components then vanish at both ends, so h is Hermitian in the basis. Also

⟨π_i|Bπ_j⟩ + ⟨Aπ_i|π_j⟩ = ∫(π_iπ_j)′dr = 0,

which makes every u⁺ orthogonal to every u⁻.

**Charge conjugation: a symmetry, but not the cure**

In radial form, charge conjugation C = σ_x exchanges G and F while κ and V change sign. Since A and B exchange under κ → −κ,

−H_−κ[−V] = −[[−V + c², −cA], [cB, −V − c²]]
= [[V − c², cA], [−cB, V + c²]]
= C H_κ[V] C.

The basis follows the same map:

C u_i⁺(κ) = (Aπ_i/2c, π_i) = u_i⁻(−κ),
C u_i⁻(κ) = (π_i, Bπ_i/2c) = u_i⁺(−κ).

The slope rule respects it, because it exchanges the roles of u⁺ and u⁻ between κ = −1 and κ = +1. Overlaps are unchanged and Hamiltonian elements change sign, so the finite matrices satisfy

E(κ, V) = −E(−κ, −V).

The independent basis has this symmetry too: C sends (π_i, 0) to (0, π_i). The symmetry therefore cannot be what removes the false level. It ensures that electrons in V and positrons in −V are treated alike; the removal has to come from the kinetic energy.

**A lower bound for the electron levels**

Let φ be a combination of the splines used in u⁺, and put u = (φ, Aφ/2c). The four contributions to ⟨u|h|u⟩ are

⟨φ|V|φ⟩,
−½⟨φ|BAφ⟩ = +½‖Aφ‖²,
+½‖Aφ‖²,
⟨Aφ|V|Aφ⟩/4c² − ½‖Aφ‖².

The second uses integration by parts. The Rayleigh quotient is thus

q₊ = [½‖Aφ‖² + ⟨φ|V|φ⟩ + ⟨Aφ|V|Aφ⟩/4c²] / [‖φ‖² + ‖Aφ‖²/4c²].

The full kinetic energy now appears, with no projector. The remaining danger is the last term of the numerator. Measure it by

β = max ⟨f|−V|f⟩/(2c²⟨f|f⟩),  f = Aφ.

Then ⟨Aφ|V|Aφ⟩/4c² ≥ −½β‖Aφ‖², and the numerator is at least

½(1 − β)‖Aφ‖² + ⟨φ|V|φ⟩.

For β < 1 and κ > 0 this is a Coulomb problem with kinetic energy scaled by 1 − β. Its k-th level is

e_k = −Z²/[2(κ + k)²(1 − β)],  k = 1, 2, …

The box and the finite spline space can raise these levels but not lower them. The denominator of q₊ is at least ‖φ‖², so dividing a negative numerator by it cannot make the quotient more negative than e_k.

For v = (Bχ/2c, χ) in the u⁻ space, the terms without V are −½‖Bχ‖² − ½‖Bχ‖² − 2c²‖χ‖². The norm times −2c² is −2c²‖χ‖² − ½‖Bχ‖². Since V ≤ 0, the quotient is at most −2c².

Let there be n₋ functions u⁻. The Courant–Fischer principle, applied to the two subspaces, gives

ε(n₋) ≤ −2c²,  ε(n₋ + k) ≥ e_k,

with the matrix levels numbered upwards. For k = 1 nothing lies between −2c² and e₁. If e₁ is above the lowest level of −κ, the spurious state is excluded. With the leading-order value −Z²/(2κ²) for that level, the requirement is β < 1 − κ²/(κ + 1)², that is, β < 3/4 for κ = 1 and β < 5/9 for κ = 2.

For a potential bounded by V ≥ −V₀, as well as by −Z/r ≤ V ≤ 0, β cannot exceed V₀/2c² whatever splines are used. Real nuclear sizes do not bring this estimate below 1: for a uniformly charged sphere of radius R, V₀ = 3Z/2R, and V₀/2c² is about 2 for hydrogen, 5.5 for neon and 24 for mercury. At a point nucleus β depends on the mesh, since finer splines can concentrate f where 1/r is large. The condition is sufficient, not necessary.

The nonrelativistic limit gives a second check. The element between u_i⁺ and u_j⁻ is

−c[⟨π_i|Bπ_j⟩ + ⟨Aπ_i|π_j⟩] + [⟨π_i|V|Bπ_j⟩ + ⟨Aπ_i|V|π_j⟩]/2c + ⟨Aπ_i|ABπ_j⟩/4c.

The first bracket vanishes, so the coupling is of order 1/c across a gap near 2c² and shifts levels at order 1/c⁴. For a fixed basis and c → ∞, the u⁺ block becomes ½⟨Aπ_i|Aπ_j⟩ + ⟨π_i|V|π_j⟩: the Rayleigh–Ritz matrix of the Schrödinger problem with the correct l.

**The resulting algorithm**

1. Choose knots r_k = a(e^(kt) − 1) for M intervals, with t = ln(1 + L/a)/M. Drop the first spline and the last two.
2. Tabulate π, π′ and π″ at Gauss points in each interval, and apply the slope rule.
3. Form u⁺, u⁻ and their derivatives; for example, (Aπ)′ = π″ + κπ′/r − κπ/r².
4. Integrate the overlap and h, and check that h is symmetric.
5. For κ > 0, find β from the generalized eigenproblem of ⟨Aπ_i|Z/r|Aπ_j⟩ and 2c²⟨Aπ_i|Aπ_j⟩, then evaluate e₁.
6. Diagonalize. For κ > 0 with β < 1 and e₁ > −2c², the electron levels start at number n₋ + 1. Outside this range the count must be checked, because at a point nucleus DKB can produce a false level of its own. For Z = 50, κ = −1, L = 1.6 a.u. and 40 intervals with the first knot at 5×10⁻⁵ a.u., level n₋ + 1 lies about 4.8×10³ hartree below 1s, and 1s is level n₋ + 2.

**Reading a calculation with Z = 10**

The model has one electron, L = 8 a.u. and degree-6 splines. With 30 intervals, 33 splines remain and the first knot is at 0.0158 a.u. Nuclear size, recoil and radiative effects are left out. The lowest κ = +1 levels, in hartree, are:

- Dirac–Coulomb formula: −12.520860, −5.562970
- independent basis: −50.066742, −12.520860, −5.562970
- DKB basis: −12.520860, −5.562970

The first independent level is the 1s energy in the wrong symmetry. Across the three lowest levels, the κ = ±1 results of this basis differ by at most 1.1×10⁻¹¹ hartree, as the mirror theorem requires up to rounding.

For the spurious vector, the true and projected kinetic energies are 9801.31 and 50.27 hartree, and ⟨V⟩ = −100.27 hartree. The basis therefore sees

50.2736 − 100.2673 = −49.99 hartree,

whereas the correct sum is

9801.31 − 100.27 = 9701.04 hartree.

On this mesh it registers 0.5% of the kinetic energy. The true kinetic energy of the false vector depends on the mesh: it is 5909 hartree with 20 intervals and 13994 hartree with 40, giving fractions of 0.85% and 0.36%, while the projected value stays near 50.27 hartree. For 2p₁/₂ both kinetic energies are 12.5670 hartree. The projected sums differ from the Dirac levels by less than 0.2%, a size compatible with terms of relative order (Z/c)² = 0.0053 left out of the leading-order energy.

In the DKB basis β = 0.0804, so

e₁ = −100/[2·4·(1 − 0.0804)] = −13.59 hartree,
e₂ = −100/[2·9·(1 − 0.0804)] = −6.04 hartree.

The first value excludes a level at −50.07 hartree. The second shows that no extra level accompanies 2p₁/₂ at −12.52 hartree. With 20 and 40 intervals, β is 0.0495 and 0.1115. The spurious level of the independent basis stays at −50.066742 hartree, so this refinement does not remove it, while the DKB result stays at 2p₁/₂.

For κ = +2 the independent basis starts at −12.504163 hartree, the 2p₃/₂ energy. DKB starts at −5.558023 hartree, the correct 3d₃/₂ energy, above its bound of −6.03 hartree.

A mesh with its first knot at 3.49×10⁻⁴ a.u. has β = 3.33, and the bound no longer applies. The lowest DKB levels are nevertheless −12.520860 and −5.562969 hartree. The spurious state is absent here as well, but this is a numerical finding for one mesh, not a consequence of the proof.

DKB energies are not upper bounds. For κ = −1 the lowest one is −50.066752 hartree, 1.0×10⁻⁵ hartree below the formula. That is 0.015% of the relativistic shift, −50.066742 + 50 = −0.066742 hartree. The deviation depends on the mesh: it is 2.9×10⁻⁵ hartree with 20 intervals and 4.4×10⁻⁶ hartree with 40. On these meshes the independent basis gives the better 1s energy. The case for DKB is that its κ > 0 spectra in these calculations have no false level at the mirrored energy, and that β < 1 with e₁ above the mirrored level certifies this before a sum over states is started. For the higher levels the proof gives only the lower bounds e_k. The certificate has a limited range: when a and L are scaled as 1/Z, β grows as Z², so the 40-interval mesh gives β = 2.8 at Z = 50 and 7.1 at Z = 80, where the bound says nothing.

Values computed for the example and the checks

```
Z = 10, c = 137.035999 a.u., box = 8.0 a.u.
spline degree 6, splines kept 33, first knot 0.01578 a.u.
formula 1s1/2: -50.066742 hartree
formula 2p1/2: -12.520860 hartree
formula 3p1/2: -5.562970 hartree
DKB kappa=+1: 32 plus and 33 minus functions
largest plus-minus overlap: 5.0e-16
charge conjugation, DKB: level -12.520860, reflected -12.520860 hartree
charge conjugation, independent: level -50.066742, reflected -50.066742 hartree
independent, kappa=-1: -50.066742, -12.520860, -5.562970 hartree
independent, kappa=+1: -50.066742, -12.520860, -5.562970 hartree
DKB, kappa=-1: -50.066752, -12.520861, -5.562971 hartree
DKB, kappa=+1: -12.520860, -5.562970, -3.128388 hartree
largest mirror difference, three levels: 1.1e-11 hartree
spurious: true T 9801.3096, projected T 50.2736, <V> -100.2673 hartree
spurious: projected/true kinetic energy 0.005129
2p1/2: true T 12.5670, projected T 12.5670, <V> -25.0668 hartree
2p1/2: projected/true kinetic energy 1.000000
20 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.0495, DKB lower bound -13.1511 hartree
30 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.0804, DKB lower bound -13.5927 hartree
40 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.1115, DKB lower bound -14.0686 hartree
formula 2p3/2 -12.504163, 3d3/2 -5.558023 hartree
kappa=+2: independent -12.504163, DKB -5.558023 hartree
kappa=+2: beta 0.0790, lower bound -6.0318 hartree
refined mesh: first knot 3.49e-04 a.u., beta 3.3280
refined mesh: bound applies: False
refined mesh: DKB kappa=+1 levels -12.520860, -5.562969 hartree
```
